# Lanczos on the four-site Heisenberg ring from a Néel state: a program that tests the result

```python
# Result under test: for H = J * sum of S_i.S_(i+1) on a four-site spin-1/2 ring,
# Lanczos started from the Neel state |udud> stops after three vectors, with
# eigenvalues -2J, -J, +J and Neel-state weights 1/3, 1/2, 1/6.
# Symbols: alpha, beta = diagonal and off-diagonal elements of the Lanczos
# matrix T; u, d = spin up, down; energies in units of J, times in hbar/J.
from fractions import Fraction
import numpy as np
from scipy.linalg import expm
from sympy import Rational
from sympy.physics.quantum.cg import CG

PAULI = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]], dtype=complex),
         np.array([[1, 0], [0, -1]], dtype=complex)]


def site_operator(matrix, site):
    result = np.eye(1)
    for k in range(4):
        result = np.kron(result, matrix if k == site else np.eye(2))
    return result


sigma = [[site_operator(p, site) for p in PAULI] for site in range(4)]
four_h = sum(sigma[i][a] @ sigma[(i + 1) % 4][a]
             for i in range(4) for a in range(3))
assert np.abs(four_h.imag).max() == 0
h = four_h.real / 4
h_exact = np.array([[Fraction(int(x), 4) for x in row]
                    for row in four_h.real], dtype=object)
total = [sum(sigma[i][a] for i in range(4)) / 2 for a in range(3)]
spin_squared = sum(s @ s for s in total).real

labels = [format(n, "04b").replace("0", "u").replace("1", "d")
          for n in range(16)]


def basis_state(label):
    vector = np.array([Fraction(0)] * 16, dtype=object)
    vector[labels.index(label)] = Fraction(1)
    return vector


def lanczos(matrix, start):
    """Exact rational Lanczos with unnormalized vectors.

    Each vector is the usual Lanczos vector times the product of the earlier
    betas, so only squares of betas occur and no square root is needed.
    """
    vectors, alphas, betas_squared = [start], [], []
    while True:
        p = vectors[-1]
        norm = p @ p
        hp = matrix @ p
        alphas.append((p @ hp) / norm)
        residual = hp - alphas[-1] * p
        if len(vectors) > 1:
            residual = residual - betas_squared[-1] * vectors[-2]
        residual_norm = residual @ residual
        if residual_norm == 0:
            return vectors, alphas, betas_squared, residual_norm
        betas_squared.append(residual_norm / norm)
        vectors.append(residual)


def tridiagonal(alphas, betas_squared):
    b = np.sqrt(np.array([float(x) for x in betas_squared]))
    return np.diag([float(a) for a in alphas]) + np.diag(b, 1) + np.diag(b, -1)


# Lanczos from the Neel state: coefficients, vectors and termination
neel = basis_state("udud")
vectors, alphas, betas_squared, last_residual = lanczos(h_exact, neel)
assert len(vectors) == 3 and last_residual == 0
assert alphas == [-1, 0, -1] and betas_squared == [1, 1]
half_sum = sum(basis_state(s) for s in ("duud", "uudd", "uddu", "dduu")) / 2
assert np.all(vectors[1] == half_sum)
assert np.all(vectors[2] == basis_state("dudu"))

# Negative coupling: betas stay positive, energies scale with J
_, alphas_neg, betas_neg, _ = lanczos(-h_exact, neel)
assert alphas_neg == [1, 0, 1] and betas_neg == [1, 1]
e_neg, s_neg = np.linalg.eigh(tridiagonal(alphas_neg, betas_neg))
assert np.allclose(e_neg, [-1, 1, 2], atol=1e-12)
assert np.allclose(s_neg[0] ** 2, [1 / 6, 1 / 2, 1 / 3], atol=1e-12)

# Eigenvalues and weights from T, and lifted vectors tested in the full space
t_matrix = tridiagonal(alphas, betas_squared)
ritz, s = np.linalg.eigh(t_matrix)
weights = s[0] ** 2
q = np.array([v.astype(float) / np.sqrt(float(v @ v)) for v in vectors]).T
assert np.allclose(q.T @ q, np.eye(3), atol=1e-12)
assert np.allclose(ritz, [-2, -1, 1], atol=1e-12)
assert np.allclose(weights, [1 / 3, 1 / 2, 1 / 6], atol=1e-12)
hand_vectors = np.array([[1, -1, 1], [1, 0, -1], [1, 2, 1]], dtype=float)
for k, spin in enumerate((0, 1, 2)):
    lifted = q @ hand_vectors[k] / np.linalg.norm(hand_vectors[k])
    assert np.allclose(h @ lifted, ritz[k] * lifted, atol=1e-12)
    assert np.allclose(spin_squared @ lifted, spin * (spin + 1) * lifted,
                       atol=1e-12)

# Independent road: full diagonalization and projection on each eigenspace
energies, states = np.linalg.eigh(h)
levels = np.rint(energies).astype(int)
assert np.allclose(energies, levels, atol=1e-12)
distinct = sorted(set(levels.tolist()))
assert distinct == [-2, -1, 0, 1]
degeneracy = {e: int(np.sum(levels == e)) for e in distinct}
assert [degeneracy[e] for e in distinct] == [1, 3, 7, 5]


def level_weights(vector):
    overlaps = (states.T @ vector.astype(float)) ** 2
    return {e: float(overlaps[levels == e].sum()) for e in distinct}


full_weights = level_weights(neel)
assert full_weights[0] < 1e-12
for e, w in zip((-2, -1, 1), weights):
    assert abs(full_weights[e] - w) < 1e-12

# Spin addition: Clebsch-Gordan weights of |1,1>|1,-1>
cg_weights = [CG(1, 1, 1, -1, spin, 0).doit() ** 2 for spin in (0, 1, 2)]
assert cg_weights == [Rational(1, 3), Rational(1, 2), Rational(1, 6)]

# Number of Lanczos vectors = number of distinct energies with nonzero weight
step_counts = {}
for label in labels:
    start = basis_state(label)
    steps = len(lanczos(h_exact, start)[0])
    touched = sum(w > 1e-10 for w in level_weights(start).values())
    assert steps == touched
    step_counts[label] = steps
assert len(set(step_counts.values())) > 1

# Moments from repeated action of H against sums over the three levels
moments, power = [], neel
for n in range(1, 5):
    power = h_exact @ power
    moments.append(neel @ power)
    assert abs(float(moments[-1]) - np.sum(weights * ritz ** n)) < 1e-11
assert moments == [-1, 2, -3, 6]

# Convergence of the lowest Ritz value and the residual after two vectors
lowest = [np.linalg.eigvalsh(t_matrix[:k, :k])[0] for k in (1, 2, 3)]
assert abs(lowest[1] + (1 + np.sqrt(5)) / 2) < 1e-12
theta, s_two = np.linalg.eigh(t_matrix[:2, :2])
ritz_vector = q[:, :2] @ s_two[:, 0]
true_residual = np.linalg.norm(h @ ritz_vector - theta[0] * ritz_vector)
last_component = abs(s_two[1, 0])
assert abs(true_residual - t_matrix[1, 2] * last_component) < 1e-12
error_two = theta[0] - energies[0]
assert 0 < error_two < true_residual


# Return probability: direct time evolution against the closed form
def return_probability(t):
    start = neel.astype(float)
    return abs(start @ expm(-1j * h * t) @ start) ** 2


for t in (0.4, 1.3, np.pi, 4.7, 2 * np.pi):
    closed = 7 / 18 + np.cos(t) / 3 + np.cos(2 * t) / 6 + np.cos(3 * t) / 9
    assert abs(return_probability(t) - closed) < 1e-11
assert abs(return_probability(np.pi) - 1 / 9) < 1e-11
assert abs(return_probability(2 * np.pi) - 1) < 1e-11

print("Energies in units of J, times in hbar/J")
print("number of Lanczos vectors:", len(vectors))
print("alpha (J):", ", ".join(str(a) for a in alphas))
print("beta squared (J^2):", ", ".join(str(b) for b in betas_squared))
print("squared norm of last residual (J^2):", last_residual)
for k, v in enumerate(vectors, 1):
    parts = [f"{v[n]} {labels[n]}" for n in range(16) if v[n] != 0]
    print(f"Lanczos vector {k}:", " + ".join(parts))
for e, w, c in zip(ritz, weights, cg_weights):
    print(f"eigenvalue {e:+.6f} J, weight {w:.6f}, spin addition {c}")
for e in distinct:
    print(f"full spectrum: level {e:+d} J, degeneracy {degeneracy[e]}, "
          f"Neel weight {abs(full_weights[e]):.6f}")
for n, m in enumerate(moments, 1):
    print(f"moment <H^{n}> (J^{n}): {m}")
for k, value in enumerate(lowest, 1):
    print(f"lowest Ritz value, {k} vector(s): {value:.6f} J")
print(f"two vectors: last component modulus {last_component:.6f}")
print(f"two vectors: residual norm {true_residual:.6f} J")
print(f"two vectors: error of lowest energy {error_two:.6f} J")
for label in ("uuuu", "uuud", "uudd", "udud"):
    print(f"Lanczos vectors from {label}: {step_counts[label]}")
print(f"return probability at t = pi: {return_probability(np.pi):.6f}")
print(f"return probability at t = 2 pi: {return_probability(2*np.pi):.6f}")
print("all tests passed")
```

Running it gives:

```
Energies in units of J, times in hbar/J
number of Lanczos vectors: 3
alpha (J): -1, 0, -1
beta squared (J^2): 1, 1
squared norm of last residual (J^2): 0
Lanczos vector 1: 1 udud
Lanczos vector 2: 1/2 uudd + 1/2 uddu + 1/2 duud + 1/2 dduu
Lanczos vector 3: 1 dudu
eigenvalue -2.000000 J, weight 0.333333, spin addition 1/3
eigenvalue -1.000000 J, weight 0.500000, spin addition 1/2
eigenvalue +1.000000 J, weight 0.166667, spin addition 1/6
full spectrum: level -2 J, degeneracy 1, Neel weight 0.333333
full spectrum: level -1 J, degeneracy 3, Neel weight 0.500000
full spectrum: level +0 J, degeneracy 7, Neel weight 0.000000
full spectrum: level +1 J, degeneracy 5, Neel weight 0.166667
moment <H^1> (J^1): -1
moment <H^2> (J^2): 2
moment <H^3> (J^3): -3
moment <H^4> (J^4): 6
lowest Ritz value, 1 vector(s): -1.000000 J
lowest Ritz value, 2 vector(s): -1.618034 J
lowest Ritz value, 3 vector(s): -2.000000 J
two vectors: last component modulus 0.525731
two vectors: residual norm 0.525731 J
two vectors: error of lowest energy 0.381966 J
Lanczos vectors from uuuu: 1
Lanczos vectors from uuud: 3
Lanczos vectors from uudd: 3
Lanczos vectors from udud: 3
return probability at t = pi: 0.111111
return probability at t = 2 pi: 1.000000
all tests passed
```
